# Two oscillating gates, a dc signal: pumping or rectified displacement current?: verification in Python

```python
# RESULT UNDER TEST
# Two slow gates x1, x2 drive a coherent two-terminal ring. Stray capacitors
# also shake the left reservoir. The rectified displacement charge
#   Q_rect = contour integral of r T/(1+r T) (C1 dx1 + C2 dx2)
# is even in magnetic flux. The pumped charge
#   Q_pump = (1/2 pi) contour integral of sum_b Im(S_Lb^* dS_Lb)
# has no general flux parity.
# Symbols: T transmission, S scattering matrix [outgoing, incoming],
# r series resistance in h/e^2, C stray capacitance / lever arm in e/hopping.
# Energies are in units of the hopping; charges are electrons per cycle,
# positive from left to right; hbar = e = 1; flux is in h/e.
# Spinless noninteracting electrons, zero temperature, wide-band leads.
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded

MU = 0.0
GAMMA = 1.0
TAU = 0.6
CENTRE = (0.8, 0.3)
AMP = 0.7
FLUX = 0.2
POINTS = 800
HOP_EV = 1e-4
R_OHM = 100.0
STRAY_F = np.array([10e-15, 4e-15])
LEVER = 0.1
FREQ = 1e7
e_charge = const.e
r_series = R_OHM * const.e**2 / const.h
C = STRAY_F * HOP_EV / (LEVER * e_charge)
TWO_LEADS = ((0, GAMMA), (3, GAMMA))


def hamiltonian(x1, x2, flux, tau=TAU, gates=(1, 2), fixed=(0.0, 0.0)):
    """Sites: 0 left, 1 top arm, 2 bottom arm, 3 right."""
    x1, x2 = np.atleast_1d(x1), np.atleast_1d(x2)
    h = np.zeros((len(x1), 4, 4), complex)
    for i, j, value in ((1, 0, -np.exp(2j * np.pi * flux)),
                        (2, 0, -1.0), (3, 1, -tau), (3, 2, -1.0)):
        h[:, i, j] = value
        h[:, j, i] = np.conj(value)
    others = [s for s in range(4) if s not in gates]
    for site, energy in zip(others, fixed):
        h[:, site, site] = energy
    h[:, gates[0], gates[0]] = x1
    h[:, gates[1], gates[1]] = x2
    return h


def scattering(x1, x2, flux, leads=TWO_LEADS, **device):
    h = hamiltonian(x1, x2, flux, **device)
    w = np.zeros((4, len(leads)))
    for k, (site, gamma) in enumerate(leads):
        w[site, k] = np.sqrt(gamma)
    green = np.linalg.inv(MU * np.eye(4) - h + 0.5j * (w @ w.T))
    return np.eye(len(leads)) - 1j * (w.T @ green @ w)


theta = 2 * np.pi * np.arange(POINTS) / POINTS
dtheta = 2 * np.pi / POINTS
modes = np.fft.fftfreq(POINTS, 1 / POINTS)
modes[POINTS // 2] = 0.0


def cycle(amp=AMP, delta=np.pi / 2, centre=CENTRE):
    x1 = centre[0] + amp * np.cos(theta)
    x2 = centre[1] + amp * np.cos(theta - delta)
    return x1, x2, -amp * np.sin(theta), -amp * np.sin(theta - delta)


def emission(s):
    """Electrons emitted into each lead per unit drive angle."""
    ds = np.fft.ifft(1j * modes[:, None, None] * np.fft.fft(s, axis=0), axis=0)
    return -np.sum(np.imag(s.conj() * ds), axis=2) / (2 * np.pi)


def charges(flux, amp=AMP, delta=np.pi / 2, centre=CENTRE,
            resistance=r_series, **device):
    x1, x2, dx1, dx2 = cycle(amp, delta, centre)
    s = scattering(x1, x2, flux, **device)
    trans = np.abs(s[:, 1, 0])**2
    j = emission(s)
    disp = C[0] * dx1 + C[1] * dx2
    load = 1 + resistance * trans
    return dict(pump=-np.sum(j[:, 0]) * dtheta,
                into_right=np.sum(j[:, 1]) * dtheta,
                rect=np.sum(resistance * trans * disp / load) * dtheta,
                rect_weak=np.sum(resistance * trans * disp) * dtheta,
                emitted=-np.sum(j[:, 0] / load) * dtheta,
                trans=trans, j_left=j[:, 0], disp=disp)


plus, minus, zero = charges(FLUX), charges(-FLUX), charges(0.0)

# Conservation, two-terminal reciprocity, and generic absence of pump parity
assert abs(plus["pump"] - plus["into_right"]) < 1e-9
assert np.max(np.abs(plus["trans"] - minus["trans"])) < 1e-10
assert abs(plus["rect"] - minus["rect"]) < 1e-9
assert abs(plus["rect"]) > 1e-3
pump_even = (plus["pump"] + minus["pump"]) / 2
pump_odd = (plus["pump"] - minus["pump"]) / 2
assert abs(pump_even) > 1e-3 and abs(pump_odd) > 1e-3

# The odd pumped charge from the analytic nonreciprocal phase of the two arms
x1, x2, dx1, dx2 = cycle()
a, b = MU - x1, MU - x2
phi = 2 * np.pi * FLUX
path_sum = TAU * np.exp(1j * phi) * b + a
phase_form = -a * dx2 + b * dx1
odd_closed = -TAU * np.sin(phi) / (2 * np.pi) * np.sum(
    plus["trans"] * phase_form / np.abs(path_sum)**2) * dtheta
assert abs(odd_closed - pump_odd) < 1e-8

# Area integrals over the disc enclosed by the cycle
nodes, weights = np.polynomial.legendre.leggauss(32)
radius = AMP * (nodes + 1) / 2
angles = 2 * np.pi * np.arange(128) / 128
rr, aa = np.meshgrid(radius, angles, indexing="ij")
area = np.repeat(weights * AMP / 2 * radius, 128) * 2 * np.pi / 128
y1 = (CENTRE[0] + rr * np.cos(aa)).ravel()
y2 = (CENTRE[1] + rr * np.sin(aa)).ravel()
step = 1e-4
s1p, s1m = (scattering(y1 + q, y2, FLUX) for q in (step, -step))
s2p, s2m = (scattering(y1, y2 + q, FLUX) for q in (step, -step))
d1, d2 = (s1p - s1m) / (2 * step), (s2p - s2m) / (2 * step)
pump_area = np.sum(area * np.sum(
    np.imag(d1[:, 0].conj() * d2[:, 0]), axis=1)) / np.pi
t_mid = np.abs(scattering(y1, y2, FLUX)[:, 1, 0])**2
t1 = (np.abs(s1p[:, 1, 0])**2 - np.abs(s1m[:, 1, 0])**2) / (2 * step)
t2 = (np.abs(s2p[:, 1, 0])**2 - np.abs(s2m[:, 1, 0])**2) / (2 * step)
rect_area = np.sum(area * r_series * (C[1] * t1 - C[0] * t2)
                   / (1 + r_series * t_mid)**2)
assert abs(pump_area - plus["pump"]) < 1e-5
assert abs(rect_area - plus["rect"]) < 1e-5

# Both effects share the small-cycle area and phase laws
small = charges(FLUX, amp=0.01)
half = charges(FLUX, amp=0.005)
tilted = charges(FLUX, amp=0.01, delta=np.pi / 6)
scaling = {}
for key in ("pump", "rect"):
    scaling[key] = (small[key] / half[key], tilted[key] / small[key])
    assert abs(scaling[key][0] - 4) < 0.04
    assert abs(scaling[key][1] - 0.5) < 0.01

# Full linear circuit equation, including charging of the reservoir node
r_large = 0.5
loaded = charges(FLUX, resistance=r_large)
loaded_minus = charges(-FLUX, resistance=r_large)
derivative = np.fft.ifft(1j * modes[:, None]
                         * np.fft.fft(np.eye(POINTS), axis=0), axis=0).real
rc_phase = 1e-6
bias = np.linalg.solve(np.diag(1 + r_large * loaded["trans"])
                       + rc_phase * derivative,
                       r_large * (loaded["disp"] + loaded["j_left"]))
circuit_charge = np.sum(loaded["trans"] * bias - loaded["j_left"]) * dtheta
circuit_formula = loaded["rect"] + loaded["emitted"]
assert abs(circuit_charge - circuit_formula) < 1e-4
feedback_odd = ((loaded["emitted"] - loaded["pump"])
                - (loaded_minus["emitted"] - loaded_minus["pump"])) / 2
assert abs(feedback_odd) > 1e-3
assert abs(loaded["rect"] - loaded_minus["rect"]) < 1e-8

# Special devices: one pumps evenly, the other pumps oddly
axis_args = dict(gates=(0, 3), fixed=CENTRE, centre=(0.0, 0.0))
axis_p, axis_m, axis_0 = (charges(f, **axis_args) for f in (FLUX, -FLUX, 0))
assert abs(axis_p["pump"] - axis_m["pump"]) < 1e-9
assert abs(axis_p["pump"]) > 1e-3
assert abs(axis_p["pump"] - axis_0["pump"]) > 1e-3
mirror_p, mirror_m, mirror_0 = (charges(f, tau=1.0) for f in (FLUX, -FLUX, 0))
assert abs(mirror_p["pump"] + mirror_m["pump"]) < 1e-8
assert abs(mirror_p["pump"]) > 1e-3 and abs(mirror_0["pump"]) < 1e-8
assert abs(mirror_0["rect"]) > 1e-3

# A third grounded lead removes the two-terminal parity guarantee
three = TWO_LEADS + ((1, 0.5),)
three_rect = []
for f in (FLUX, -FLUX):
    t = np.abs(scattering(x1, x2, f, leads=three)[:, 1, 0])**2
    three_rect.append(np.sum(r_series * t * plus["disp"]) * dtheta)
assert abs(three_rect[0] - three_rect[1]) > 1e-3


def floquet_charge(flux, omega, cutoff=60):
    """Finite-frequency charge: without and with ac reservoir bias."""
    orders = np.arange(-cutoff, cutoff + 1)
    count = len(orders)
    h = hamiltonian(*CENTRE, flux)[0]
    h[0, 0] -= 0.5j * GAMMA
    h[3, 3] -= 0.5j * GAMMA
    top, bottom = np.diag([0, 1, 0, 0]), np.diag([0, 0, 1, 0])
    matrix = (np.kron(np.diag(orders * omega), np.eye(4))
              - np.kron(np.eye(count), h)
              - AMP / 2 * np.kron(np.eye(count, k=1), top - 1j * bottom)
              - AMP / 2 * np.kron(np.eye(count, k=-1), top + 1j * bottom))
    bands = np.zeros((9, 4 * count), complex)
    for k in range(-4, 5):
        columns = slice(k, None) if k >= 0 else slice(None, k)
        bands[4 - k, columns] = np.diag(matrix, k)
    phase = 2 * np.pi * r_series * AMP * (
        C[0] * np.cos(theta) + C[1] * np.sin(theta))
    source = np.fft.ifft(np.exp(-1j * phase))[orders]
    rhs = np.zeros((4 * count, 3), complex)
    rhs[4 * cutoff, 0] = 1
    rhs[0::4, 1] = source
    rhs[4 * cutoff + 3, 2] = 1
    result = np.zeros(2)
    for low, high, number in ((-12.0, -4.0, 24), (-4.0, MU, 160)):
        z, weight = np.polynomial.legendre.leggauss(number)
        for energy, w in zip((high + low) / 2 + (high - low) / 2 * z,
                             (high - low) / 2 * weight):
            shifted = bands.copy()
            shifted[4] += energy
            wave = solve_banded((4, 4), shifted, rhs, check_finite=False)
            right = np.sum(np.abs(wave[3::4, :2])**2, axis=0)
            left = np.sum(np.abs(wave[0::4, 2])**2)
            result += w * GAMMA**2 * (right - left)
    return result / omega


frequencies = (0.02, 0.01, 0.005)
floquet = {}
for f, adiabatic in ((FLUX, plus), (-FLUX, minus)):
    q = [floquet_charge(f, omega) for omega in frequencies]
    floquet[f] = (q[0] - 6 * q[1] + 8 * q[2]) / 3
    expected = np.array([adiabatic["pump"],
                         adiabatic["pump"] + adiabatic["rect_weak"]])
    assert np.max(np.abs(floquet[f] - expected)) < 1e-3

pico = e_charge * FREQ * 1e12
total_p = plus["rect"] + plus["emitted"]
total_m = minus["rect"] + minus["emitted"]
bias_peak = R_OHM * e_charge * 2 * np.pi * FREQ * np.max(np.abs(plus["disp"]))
print(f"Hopping energy: {HOP_EV*1e3:.3f} meV")
print(f"Fermi energy, lead width: {MU:.1f}, {GAMMA:.1f} hopping")
print(f"Weaker bond (top arm to right site): {TAU:.2f} hopping")
print(f"Gate centres x1, x2: {CENTRE[0]:.2f}, {CENTRE[1]:.2f} hopping")
print(f"Gate energy amplitude: {AMP:.2f} hopping; phase lag 90 degrees")
print(f"Series resistance: {R_OHM:.1f} ohm = {r_series:.6f} h/e^2")
print(f"Stray capacitances: {STRAY_F[0]*1e15:.1f}, {STRAY_F[1]*1e15:.1f} fF")
print(f"Gate lever arm: {LEVER:.2f}")
print(f"Effective C1, C2: {C[0]:.4f}, {C[1]:.4f} e/hopping")
print(f"Drive frequency: {FREQ/1e6:.1f} MHz")
print(f"Photon energy / hopping: {const.h*FREQ/(e_charge*HOP_EV):.3e}")
print(f"Peak displacement bias, unloaded: {bias_peak*1e9:.4f} nV")
print(f"Transmission range at +0.2 h/e: {plus['trans'].min():.5f}"
      f" to {plus['trans'].max():.5f}")
print("Flux (h/e); pump, rectified, total (electrons/cycle)")
for f in (-0.2, -0.1, 0.0, 0.1, 0.2):
    q = charges(f)
    print(f"  {f:+.1f}; {q['pump']:+.6f}, {q['rect']:+.6f},"
          f" {q['rect']+q['emitted']:+.6f}")
print(f"Pump even, odd parts: {pump_even:+.6f}, {pump_odd:+.6f} electrons/cycle")
print(f"Odd part, phase formula: {odd_closed:+.6f} electrons/cycle")
print(f"Total even, odd parts: {(total_p+total_m)/2:+.6f},"
      f" {(total_p-total_m)/2:+.6f} electrons/cycle")
print(f"Pump, area integral at +0.2: {pump_area:+.6f} electrons/cycle")
print(f"Rectified, area integral: {rect_area:+.6f} electrons/cycle")
for f, q in ((FLUX, plus), (-FLUX, minus)):
    print(f"Floquet pump at {f:+.1f} h/e: {floquet[f][0]:+.6f} electrons/cycle")
    print(f"Floquet pump+bias at {f:+.1f}: {floquet[f][1]:+.6f} electrons/cycle")
    print(f"Adiabatic pump+bias at {f:+.1f}:"
          f" {q['pump']+q['rect_weak']:+.6f} electrons/cycle")
print("Floquet photon energies:", ", ".join(f"{w:.3f}" for w in frequencies),
      "hopping")
for key in ("pump", "rect"):
    print(f"{key}: charge ratio on doubling small amplitude:"
          f" {scaling[key][0]:.5f}")
    print(f"{key}: charge ratio, lag 30 to 90 degrees: {scaling[key][1]:.5f}")
print(f"Lead-site gates, pump at -0.2, 0, +0.2: {axis_m['pump']:+.6f},"
      f" {axis_0['pump']:+.6f}, {axis_p['pump']:+.6f} electrons/cycle")
print(f"Mirror ring, pump at -0.2, +0.2: {mirror_m['pump']:+.6f},"
      f" {mirror_p['pump']:+.6f} electrons/cycle")
print(f"Mirror ring, zero flux: |pump| {abs(mirror_0['pump']):.1e},"
      f" rectified {mirror_0['rect']:+.6f} electrons/cycle")
print(f"Third lead (top arm, width {three[2][1]:.1f} hopping), rectified")
print(f"  at -0.2, +0.2 h/e: {three_rect[1]:+.6f},"
      f" {three_rect[0]:+.6f} electrons/cycle")
print(f"Large-load test resistance: {r_large:.2f} h/e^2")
print(f"Large load, circuit solve: {circuit_charge:+.6f} electrons/cycle")
print(f"Large load, formula: {circuit_formula:+.6f} electrons/cycle")
print(f"Large load, odd emission feedback: {feedback_odd:+.6f} electrons/cycle")
print(f"Electron current per electron/cycle: {pico:.6f} pA")
print(f"Pump current at -0.2, +0.2: {minus['pump']*pico:+.6f},"
      f" {plus['pump']*pico:+.6f} pA")
print(f"Rectified current at either sign: {plus['rect']*pico:+.6f} pA")
print(f"Total current at -0.2, +0.2: {total_m*pico:+.6f}, {total_p*pico:+.6f} pA")
print("checks complete")
```

It prints:

```
Hopping energy: 0.100 meV
Fermi energy, lead width: 0.0, 1.0 hopping
Weaker bond (top arm to right site): 0.60 hopping
Gate centres x1, x2: 0.80, 0.30 hopping
Gate energy amplitude: 0.70 hopping; phase lag 90 degrees
Series resistance: 100.0 ohm = 0.003874 h/e^2
Stray capacitances: 10.0, 4.0 fF
Gate lever arm: 0.10
Effective C1, C2: 62.4151, 24.9660 e/hopping
Drive frequency: 10.0 MHz
Photon energy / hopping: 4.136e-04
Peak displacement bias, unloaded: 47.3701 nV
Transmission range at +0.2 h/e: 0.02443 to 0.67854
Flux (h/e); pump, rectified, total (electrons/cycle)
  -0.2; +0.062217, +0.048248, +0.110385
  -0.1; -0.003318, +0.028397, +0.025015
  +0.0; -0.091338, +0.021791, -0.069248
  +0.1; -0.155587, +0.028397, -0.126653
  +0.2; -0.127746, +0.048248, -0.079155
Pump even, odd parts: -0.032765, -0.094982 electrons/cycle
Odd part, phase formula: -0.094982 electrons/cycle
Total even, odd parts: +0.015615, -0.094770 electrons/cycle
Pump, area integral at +0.2: -0.127746 electrons/cycle
Rectified, area integral: +0.048248 electrons/cycle
Floquet pump at +0.2 h/e: -0.127746 electrons/cycle
Floquet pump+bias at +0.2: -0.079323 electrons/cycle
Adiabatic pump+bias at +0.2: -0.079324 electrons/cycle
Floquet pump at -0.2 h/e: +0.062217 electrons/cycle
Floquet pump+bias at -0.2: +0.110640 electrons/cycle
Adiabatic pump+bias at -0.2: +0.110639 electrons/cycle
Floquet photon energies: 0.020, 0.010, 0.005 hopping
pump: charge ratio on doubling small amplitude: 4.00011
pump: charge ratio, lag 30 to 90 degrees: 0.50002
rect: charge ratio on doubling small amplitude: 3.99993
rect: charge ratio, lag 30 to 90 degrees: 0.50002
Lead-site gates, pump at -0.2, 0, +0.2: -0.039790, -0.081152, -0.039790 electrons/cycle
Mirror ring, pump at -0.2, +0.2: +0.108978, -0.108978 electrons/cycle
Mirror ring, zero flux: |pump| 8.7e-19, rectified -0.004732 electrons/cycle
Third lead (top arm, width 0.5 hopping), rectified
  at -0.2, +0.2 h/e: -0.003097, +0.079218 electrons/cycle
Large-load test resistance: 0.50 h/e^2
Large load, circuit solve: +4.065680 electrons/cycle
Large load, formula: +4.065666 electrons/cycle
Large load, odd emission feedback: +0.021312 electrons/cycle
Electron current per electron/cycle: 1.602177 pA
Pump current at -0.2, +0.2: +0.099683, -0.204672 pA
Rectified current at either sign: +0.077302 pA
Total current at -0.2, +0.2: +0.176857, -0.126820 pA
checks complete
```
